# Commensurate Limit of a Frank–van der Merwe Monolayer: verification in Python

```python
"""
Result under test: a Frank-van der Merwe monolayer has a commensurate ground
state up to the misfit f_c = (4/pi) sqrt(V/C).
C: layer stiffness (N/m); V: amplitude in V(1-cos(2 pi u/b)) (J/m^2);
b: substrate period; u: displacement from registry;
f: (natural layer spacing - b)/b.
Dimensionless chains use b = 1 and spring constant 1, with root = sqrt(V/C).
The example is a rough model of one copper layer on ruthenium.
"""
import math
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize

pi = math.pi


def relax_chain(start, root, period=1.0, misfit=0.0, free_end=False):
    """Relax atoms; return energy above registry and the displacements."""
    last = len(start) if free_end else len(start) - 1
    q = 2 * pi / period

    def energy_and_gradient(inner):
        u = start.copy()
        u[1:last] = inner
        stretch = np.diff(u) - misfit
        energy = 0.5 * np.sum(stretch**2 - misfit**2)
        energy += root**2 * np.sum(1 - np.cos(q * u))
        gradient = root**2 * q * np.sin(q * u)
        gradient[1:] += stretch
        gradient[:-1] -= stretch
        return energy, gradient[1:last]

    result = minimize(energy_and_gradient, start[1:last], jac=True,
                      method="L-BFGS-B",
                      options=dict(maxiter=20000, maxfun=40000,
                                   ftol=1e-15, gtol=1e-9, maxcor=20))
    assert np.max(np.abs(energy_and_gradient(result.x)[1])) < 1e-5
    final = start.copy()
    final[1:last] = result.x
    return result.fun, final


def chain_wall(root, bonds, period=1.0, misfit=0.0):
    """Energy of one wall between two clamped atoms in neighbouring wells."""
    width = period / (2 * pi * root)
    position = np.arange(bonds + 1) - bonds / 2
    start = 2 * period / pi * np.arctan(np.exp(position / width))
    start[0], start[-1] = 0.0, period
    return relax_chain(start, root, period, misfit)[0]


# Atomic chain with wide walls: sign change of the wall's total energy.
test_root = 0.01
test_threshold = 4 / pi * test_root
assert chain_wall(test_root, 401, misfit=0.995 * test_threshold) > 0
assert chain_wall(test_root, 401, misfit=1.005 * test_threshold) < 0
assert abs(chain_wall(test_root, 401) / test_threshold - 1) < 3e-4

# Walls of equal sign repel: the energy per wall falls with their distance.
crowded = [chain_wall(0.05, bonds) for bonds in (11, 15, 21, 61)]
assert all(near > far for near, far in zip(crowded, crowded[1:]))

# A free edge keeps the commensurate state up to f = 2 sqrt(V/C).
edge_root = 0.02
state = np.zeros(121)
for fraction in (0.5, 0.7, 0.8, 0.88, 0.92, 0.95):
    state = relax_chain(state, edge_root, misfit=2 * edge_root * fraction,
                        free_end=True)[1]
    assert state[-1] < 0.5
state = relax_chain(state, edge_root, misfit=2 * edge_root * 1.03,
                    free_end=True)[1]
assert state[-1] > 0.5

# Rough typical inputs, in SI units.
nm = 1e-9
eV = const.e
film_spacing, b = 0.256 * nm, 0.271 * nm
thickness = 0.21 * nm
young, poisson = 130e9, 0.5
barrier = 0.10 * eV
substrate_modulus = 480e9
morse_steepness = 3.5
expansion_film, expansion_substrate = 17e-6, 7e-6
room_temperature, anneal_temperature = 300.0, 600.0

area = math.sqrt(3) / 2 * b**2
row_width = area / b
C = young * thickness / (1 - poisson**2)
V = barrier / 2 / area
misfit = film_spacing / b - 1
root = math.sqrt(V / C)
threshold = 4 / pi * root
wall_length = b / (2 * pi * root)
wall_energy = 4 * b / pi * math.sqrt(C * V)
misfit_work = C * abs(misfit) * b
net_cost = wall_energy - misfit_work


def displacement(x):
    return 2 * b / pi * math.atan(math.exp(x / wall_length))


def slope(x):
    return b / (pi * wall_length * math.cosh(x / wall_length))


def corrugation(x):
    return V * (1 - math.cos(2 * pi * displacement(x) / b))


# Force balance of the wall profile by finite differences.
step = 1e-3 * wall_length
for x in np.array([-1.7, -0.6, 0.4, 1.3]) * wall_length:
    curvature = (displacement(x + step) - 2 * displacement(x)
                 + displacement(x - step)) / step**2
    force = 2 * pi * V / b * math.sin(2 * pi * displacement(x) / b)
    assert abs(C * curvature / force - 1) < 1e-4


def integrate_wall(density):
    """Integrate an energy density over the whole wall."""
    return wall_length * quad(lambda z: density(z * wall_length),
                              -35, 35, points=[0], limit=200)[0]


elastic_part = integrate_wall(lambda x: C * slope(x)**2 / 2)
corrugation_part = integrate_wall(corrugation)
assert abs((elastic_part + corrugation_part) / wall_energy - 1) < 1e-7
assert abs(elastic_part / corrugation_part - 1) < 1e-7

# Equal misfit along both axes, with relaxation along one axis only.
biaxial_threshold = threshold / (1 + poisson)


def biaxial_density(e1, e2):
    return C * (e1**2 + e2**2) / 2 + poisson * C * e1 * e2


f2 = biaxial_threshold
biaxial_balance = integrate_wall(
    lambda x: biaxial_density(slope(x) - f2, -f2)
    - biaxial_density(-f2, -f2) + corrugation(x))
assert abs(biaxial_balance) < 1e-7 * wall_energy


def morse_threshold(g):
    """Threshold in tension (g > 0) or compression (g < 0), Morse springs."""
    nodes, weights = np.polynomial.legendre.leggauss(40)
    heights = root**2 * (1 - np.cos(pi * (nodes + 1)))

    def spring(e):
        return math.expm1(-g * e)**2 / (2 * g**2)

    def tension(e):
        return -math.expm1(-g * e) * math.exp(-g * e) / g

    def wall_excess(f):
        total = 0.0
        for height, weight in zip(heights, weights):
            relief = brentq(lambda s: -s * tension(f - s) - spring(f - s)
                            + spring(f) - height, 0.0, 1.0, xtol=1e-14)
            total -= weight / 2 * tension(f - relief)
        return total

    return brentq(wall_excess, 0.5 * threshold, 2 * threshold, xtol=1e-12)


for small_g in (0.05, -0.05):
    shift = morse_threshold(small_g) - threshold
    assert abs(shift / (small_g * V / C) - 1) < 0.03
first_order_morse = threshold + morse_steepness * V / C
full_morse = morse_threshold(morse_steepness)

# Tangential response of an elastic half-plane: amplitude 2/(E' q).
X, Y = sp.symbols("X Y", real=True)
Q, M = sp.symbols("Q M", positive=True)
airy = Y * sp.exp(-Q * Y) * sp.cos(Q * X)
biharmonic = (sp.diff(airy, X, 4) + 2 * sp.diff(airy, X, 2, Y, 2)
              + sp.diff(airy, Y, 4))
assert sp.simplify(biharmonic) == 0
assert sp.diff(airy, X, 2).subs(Y, 0) == 0
traction = sp.diff(airy, X, Y).subs(Y, 0)
surface_strain = sp.diff(airy, Y, 2).subs(Y, 0) / M
assert sp.simplify(surface_strain
                   - sp.diff(2 * traction / (M * Q), X)) == 0

# Energy gained by substrate relaxation: Fourier sum against closed form.
substrate_gain = 16 * math.log(2) * C * V / (pi * substrate_modulus)
points = 2**14
box = 400 * wall_length
dx = box / points
z = (np.arange(points) - points / 2) * dx / wall_length
shear = -C * b / (pi * wall_length**2) * np.tanh(z) / np.cosh(z)
waves = 2 * pi * np.fft.fftfreq(points, dx)
shear_waves = dx * np.fft.fft(shear)
numeric_gain = np.sum(np.abs(shear_waves[1:])**2 / np.abs(waves[1:]))
numeric_gain /= substrate_modulus * box
assert abs(numeric_gain / substrate_gain - 1) < 2e-3
compliant_threshold = threshold * (1 - substrate_gain / wall_energy)

# Harmonic thermal motion in one row of the commensurate layer.
spring_constant = C * area / b**2
well_constant = barrier / 2 * (2 * pi / b)**2
thermal_energy = const.k * anneal_temperature
variance = thermal_energy / math.sqrt(
    well_constant * (well_constant + 4 * spring_constant))
ring = np.eye(200) * (well_constant + 2 * spring_constant)
ring -= spring_constant * (np.roll(np.eye(200), 1, 0)
                           + np.roll(np.eye(200), -1, 0))
assert abs(thermal_energy * np.linalg.inv(ring)[0, 0] / variance - 1) < 1e-8
phase_spread = 2 * pi / b * math.sqrt(variance)
softening = math.exp(-phase_spread**2 / 2)
gaussian_mean = quad(lambda t: math.cos(phase_spread * t)
                     * math.exp(-t**2 / 2) / math.sqrt(2 * pi), -10, 10)[0]
assert abs(gaussian_mean - softening) < 1e-8
warm_threshold = threshold * math.sqrt(softening)
warm_misfit = (film_spacing * (1 + expansion_film
               * (anneal_temperature - room_temperature))
               / (b * (1 + expansion_substrate
                       * (anneal_temperature - room_temperature))) - 1)

# Atomic discreteness for the example, with one or two wells per repeat.
discrete_threshold = chain_wall(root, 61)
two_well_threshold = chain_wall(root, 61, period=0.5) / 0.5
assert abs(discrete_threshold / threshold - 1) < 0.02


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}")


print("INPUTS (rough typical values)")
show("natural film spacing", film_spacing / nm, "nm")
show("substrate period b", b / nm, "nm")
show("layer thickness", thickness / nm, "nm")
show("film Young modulus", young / 1e9, "GPa")
show("film Poisson ratio", poisson, "(none)")
show("barrier per atom", barrier / eV, "eV")
show("substrate plane-strain modulus", substrate_modulus / 1e9, "GPa")
show("Morse steepness g", morse_steepness, "(none)")
show("film thermal expansion", expansion_film * 1e6, "1e-6/K")
show("substrate thermal expansion", expansion_substrate * 1e6, "1e-6/K")
show("room temperature", room_temperature, "K")
show("anneal temperature", anneal_temperature, "K")
print("MODEL RESULTS")
show("area per atom", area / nm**2, "nm^2")
show("corrugation amplitude V", V, "J/m^2")
show("layer stiffness C", C, "N/m")
show("square root of V/C", root, "(none)")
show("misfit f", 100 * misfit, "%")
show("threshold f_c", 100 * threshold, "%")
show("size of f over f_c", abs(misfit) / threshold, "(none)")
show("edge stability limit", 200 * root, "%")
show("wall length l", wall_length / nm, "nm")
show("wall energy", wall_energy / eV * nm, "eV/nm")
show("misfit work", misfit_work / eV * nm, "eV/nm")
show("net wall cost", net_cost / eV * nm, "eV/nm")
show("net wall cost per row", net_cost * row_width / eV, "eV")
show("layer tension, uniaxial", C * abs(misfit), "N/m")
show("same tension as stress", C * abs(misfit) / thickness / 1e9, "GPa")
print("CHECK CHAIN, sqrt(V/C) = 0.01")
show("threshold from relaxed chain", 100 * chain_wall(0.01, 401), "%", 6)
show("threshold from formula", 100 * test_threshold, "%", 6)
print("THRESHOLD WITH ONE NEGLECTED EFFECT AT A TIME")
show("biaxial misfit", 100 * biaxial_threshold, "%")
show("Morse springs, first order", 100 * first_order_morse, "%")
show("Morse springs, full", 100 * full_morse, "%")
show("discrete atoms", 100 * discrete_threshold, "%")
show("discrete, two wells per repeat", 100 * two_well_threshold, "%")
show("elastic substrate", 100 * compliant_threshold, "%")
show("thermal softening at anneal", 100 * warm_threshold, "%")
show("two layers moving together", 100 * threshold / math.sqrt(2), "%")
show("barrier halved", 100 * threshold / math.sqrt(2), "%")
show("barrier doubled", 100 * threshold * math.sqrt(2), "%")
print("OTHER THERMAL NUMBERS")
show("misfit at anneal", 100 * warm_misfit, "%")
show("rms displacement at anneal", math.sqrt(variance) / nm, "nm")
show("factor on V at anneal", softening, "(none)")
print("every check passed")
```

Printed output:

```
INPUTS (rough typical values)
natural film spacing: 0.256 nm
substrate period b: 0.271 nm
layer thickness: 0.21 nm
film Young modulus: 130 GPa
film Poisson ratio: 0.5 (none)
barrier per atom: 0.1 eV
substrate plane-strain modulus: 480 GPa
Morse steepness g: 3.5 (none)
film thermal expansion: 17 1e-6/K
substrate thermal expansion: 7 1e-6/K
room temperature: 300 K
anneal temperature: 600 K
MODEL RESULTS
area per atom: 0.0636 nm^2
corrugation amplitude V: 0.126 J/m^2
layer stiffness C: 36.4 N/m
square root of V/C: 0.05882 (none)
misfit f: -5.535 %
threshold f_c: 7.49 %
size of f over f_c: 0.739 (none)
edge stability limit: 11.76 %
wall length l: 0.7332 nm
wall energy: 4.611 eV/nm
misfit work: 3.408 eV/nm
net wall cost: 1.203 eV/nm
net wall cost per row: 0.2824 eV
layer tension, uniaxial: 2.015 N/m
same tension as stress: 9.594 GPa
CHECK CHAIN, sqrt(V/C) = 0.01
threshold from relaxed chain: 1.27317 %
threshold from formula: 1.27324 %
THRESHOLD WITH ONE NEGLECTED EFFECT AT A TIME
biaxial misfit: 4.993 %
Morse springs, first order: 8.701 %
Morse springs, full: 9.006 %
discrete atoms: 7.475 %
discrete, two wells per repeat: 7.43 %
elastic substrate: 7.148 %
thermal softening at anneal: 7.146 %
two layers moving together: 5.296 %
barrier halved: 5.296 %
barrier doubled: 10.59 %
OTHER THERMAL NUMBERS
misfit at anneal: -5.252 %
rms displacement at anneal: 0.0187 nm
factor on V at anneal: 0.9103 (none)
every check passed
```
